# Laplace inversion of capacitance transients and the resolution of two rates

Two peaks in a regularized emission-rate spectrum do not prove that a sample has two emission rates. They are genuinely resolved, in the sense used here, when no single-peaked rate distribution fits the transient and a model with two sharp rates does. For two equal components with logarithmic rate separation $\delta$, the squared distance between signals, in units of the noise, is to leading order

$$
\lambda_1=\frac{\rho\,\delta^4}{512},\qquad 
\lambda_{\rm box}=\frac{\rho\,\delta^8}{102400},\qquad
\rho=\frac{A^2}{s_0\sigma^2\Delta t}. \tag{1}
$$

The first is the distance to the best single exponential, the second to the best box-shaped distribution of $\ln(\text{rate})$. Here $A$ is the amplitude, $s_0$ the central rate, $\sigma$ the white-noise deviation per sample and $\Delta t$ the sample spacing. Equation (1) assumes a known baseline and a long record. Because $\delta^8$ is so much smaller than $\delta^4$, a transient can be plainly non-exponential and still say nothing about whether there are two rates.

## The signal

Consider electron traps emptying in a depletion layer. In equilibrium, emission balances capture: $ef=\sigma_n v n(1-f)$, with occupation $f$, capture cross-section $\sigma_n$, thermal velocity $v$ and electron density $n=N_c e^{-(E_c-E_F)/kT}$. Ignoring level degeneracy, $(1-f)/f=e^{(E_t-E_F)/kT}$, so

$$
e=\sigma_n vN_c\,e^{-E/kT},\qquad E=E_c-E_t. \tag{2}
$$

If hole emission is negligible, two levels with equal cross-sections therefore have $\delta=\Delta E/kT$. If the cross-sections differ, their log ratio adds to $\delta$. One transient measures rates; a splitting in meV below means $kT\delta$.

When the traps are few compared with the dopants, the capacitance is linear in trapped charge. Trapped electrons lower it, so let $y$ be the capacitance with its sign reversed; emission then appears as a decay. With $u=\ln(s/s_0)$,

$$
y(t)=B+\int g(u)\,e^{-s_0e^ut}\,du+\text{noise},\qquad g\ge0. \tag{3}
$$

The baseline $B$ is unknown. The task is to infer $g$, and to say which of its features the data require.

## Two exponentials by hand

Let $x=s_0t$ and $F(v)=e^{-xe^v}$. An equal pair of unit total amplitude is the average of $F(\delta/2)$ and $F(-\delta/2)$. Odd terms cancel in its Taylor series:

$$
p=F+\frac{\delta^2}{8}F''+\frac{\delta^4}{384}F''''+\dots, \tag{4}
$$

with derivatives taken at $v=0$. Differentiation by $v$ acts as $x\,d/dx$, so

$$
\begin{aligned}
F'&=-xe^{-x},\qquad F''=(x^2-x)e^{-x},\\
F''''&=(x^4-6x^3+7x^2-x)e^{-x}.
\end{aligned}
$$

A single exponential can change its amplitude and rate, which removes any combination of $F$ and $F'$. What survives at order $\delta^2$ is the part of $x^2e^{-x}$ orthogonal to $e^{-x}$ and $xe^{-x}$. Laguerre polynomials isolate it, since

$$
\int_0^\infty e^{-2x}L_m(2x)L_n(2x)\,dx=\tfrac12\delta_{mn}. \tag{5}
$$

From $L_2(2x)=1-4x+2x^2$, we have $x^2=\frac12L_2+$ lower degrees. The squared norm of the surviving part is $\frac14\cdot\frac12=\frac18$. A sum over samples is an integral divided by $\Delta t$, and $dt=dx/s_0$, so squared distances in noise units are $\rho\int r^2dx$ for a residual $r$. Hence

$$
\lambda_1=\rho\left(\frac{\delta^2}{8}\right)^2\frac18=\frac{\rho\delta^4}{512}.
$$

Now put in numbers. At 270 K, $kT=23.267$ meV, so levels 8 meV apart have $\delta=0.344$. With $\rho=3.67\times10^8$, $\lambda_1\approx1.00\times10^4$.

A free baseline reduces this. On a record of dimensionless length $X=s_0T_{\rm rec}$, remove from the constant its overlap with the first two normalized functions $\sqrt2e^{-x}L_n(2x)$. Each has integral $\sqrt2(-1)^n$, so the squared norm left is about $X-4$. The residual $\frac12e^{-x}L_2(2x)$ has integral $\frac12$. Fitting the baseline therefore changes $\frac18$ to

$$
\frac18-\frac{1/4}{X-4}.
$$

For a 5 s record and $s_0=2.73\ {\rm s}^{-1}$, $X=13.6$ and the factor is 0.099, giving $\lambda_1\approx7.9\times10^3$. A simulated noisy transient gives 7761. The difference of about 2 % comes mainly from higher orders in $\delta$; it is no larger than the standard deviation due to noise, $2\sqrt{\lambda_1}\approx180$.

The single exponential is ruled out, but a second rate has not been shown. One broadened level must be tried too.

## One broadened line as the rival

Take a symmetric distribution with variance $w^2$ and kurtosis $K$, meaning that its fourth central moment is $Kw^4$. Its signal is

$$
F+\frac{w^2}{2}F''+\frac{Kw^4}{24}F''''+\dots .
$$

Choosing $w=\delta/2$ cancels the entire $\delta^2$ difference from (4). The next difference has coefficient

$$
\frac{\delta^4}{384}(1-K).
$$

Small changes of amplitude, centre and width remove the parts along $F,F',F''$, that is, polynomials up to degree two. From the leading terms of $L_3$ and $L_4$,

$$
x^3=-\tfrac34L_3+\dots,\qquad x^4=\tfrac32L_4-6L_3+\dots .
$$

The surviving part of $F''''$ is thus $(\frac32L_4-6L_3+\frac92L_3)e^{-x}=\frac32(L_4-L_3)e^{-x}$, whose squared norm is $\frac94\left(\frac12+\frac12\right)=\frac94$. Therefore

$$
\lambda_K=\rho\,\frac94\left[\frac{(K-1)\delta^4}{384}\right]^2
=\rho\left[\frac{(K-1)\delta^4}{256}\right]^2. \tag{6}
$$

A Gaussian has $K=3$ and gives $\rho\delta^8/16384$. A box of half-width $b$ has $K=(b^4/5)/(b^2/3)^2=9/5$ and gives the second result in (1). The box is the harder rival because its fourth moment is closer to that of two lines. Direct nonlinear fits, extrapolated to zero separation, agree with the single, Gaussian and box laws to within 0.02 %.

## How much distance is needed

Suppose two possible signals differ by a vector $D$ in noise units, with $|D|^2=\lambda$. The best test at a fixed false-alarm rate is the likelihood ratio, which depends on the data through their projection on $D$. That projection is a unit Gaussian with mean 0 under one hypothesis and $\sqrt\lambda$ under the other. The probability of a correct rejection is $\Phi(\sqrt\lambda-z)$, where $\Phi$ is the normal distribution function and $z$ the threshold. For 1 % false alarms and 90 % power,

$$
\lambda_*=(2.326+1.282)^2\approx13.0. \tag{7}
$$

A test that must reject every single-peaked distribution must also reject the box. Equation (1) then gives the leading-order necessary separation

$$
\delta_{\rm box}=\left(\frac{102400\,\lambda_*}{\rho}\right)^{1/8}. \tag{8}
$$

For the example it is 0.50, or 11.5 meV. The box is not the nearest single-peaked shape. A slightly skewed step, with skewness of order $\delta$, adds a term along $F'''$ that removes the $L_3$ part of the residual and leaves the kurtosis unchanged at leading order. The squared norm falls from $\frac94$ to $\frac98$, the distance is halved to $\rho\delta^8/204800$, and the necessary separation rises by $2^{1/8}$ to 0.54, or 12.6 meV. Departure from a single exponential needs only $\delta=0.065$, or 1.5 meV, under the same ideal conditions. Halving the limit in (8) requires 256 times larger $\rho$, hence 256 times more averaging if the noise is white.

## What regularized inversion does

Write $g=e^{u/2}h$ and minimize

$$
s_0\int_0^\infty\left[y-\int h(u)e^{u/2}e^{-s_0e^ut}du\right]^2dt+\alpha\int h^2du. \tag{9}
$$

The baseline is taken as removed. The time integral of two kernels gives the normal operator

$$
\frac{e^{(u+u')/2}}{e^u+e^{u'}}=\frac{1}{2\cosh[(u-u')/2]}.
$$

This is a convolution, so Fourier waves are its eigenfunctions. With $p=e^v$ its eigenvalues are

$$
\ell(\omega)=\int_0^\infty\frac{p^{i\omega-1/2}}{1+p}\,dp=\frac{\pi}{\cosh\pi\omega}. \tag{10}
$$

Fine structure in $u$ has large $\omega$ and is suppressed exponentially. White noise enters the normal equations with a standard deviation proportional to $\sqrt{\ell}$, so dividing by $\ell$ would leave noise growing as $\ell^{-1/2}$, or $e^{\pi\omega/2}$ at large $\omega$. Minimizing (9) instead multiplies each Fourier component of the true $h$ by $\ell/(\ell+\alpha)$. Set $\cosh a=\pi/\alpha$, for $\alpha<\pi$. A sharp line is then recovered as

$$
P(v)=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\cosh a}{\cosh a+\cosh\pi\omega}\,e^{i\omega v}d\omega .
$$

Put $z=\pi\omega$ and $k=v/\pi$, and integrate $e^{ikz}/(\cosh z+\cosh a)$ around a rectangle of height $2\pi$. The upper side is $e^{-2\pi k}$ times the lower one. The poles at $i\pi\pm a$ have residues summing to $-2ie^{-\pi k}\sin(ka)/\sinh a$. Thus the integral $I$ obeys

$$
(1-e^{-2\pi k})I=\frac{4\pi e^{-\pi k}\sin ka}{\sinh a},\qquad
I=\frac{2\pi\sin ka}{\sinh a\,\sinh\pi k},
$$

and, since $P=\cosh a\,I/(2\pi^2)$,

$$
P(v)=\frac{\coth a\,\sin(av/\pi)}{\pi\sinh v}. \tag{11}
$$

Two equal lines in $h$ show a dip at their midpoint when $P''(\delta/2)>0$. For small $\alpha$, $a\approx\ln(2\pi/\alpha)$ and the width of $P$ scales as $1/a$: a much weaker penalty sharpens the spectrum only logarithmically. At $\alpha=4.7\times10^{-8}$, the value selected for the 25 meV pair below, $a=18.7$ and the dip appears beyond $\delta=0.68$, or 15.8 meV.

This limit applies to the linear inversion at that $\alpha$ and to lines equal in $h$; lines equal in $g$ need slightly more separation before $g$ shows a dip. The practical inversion also imposes $g\ge0$, which makes it nonlinear. Positivity can sharpen real lines, but with too weak a penalty it also breaks a smooth distribution into spikes.

## A test over all single-peaked distributions

The rival should not be tied to a Gaussian or a box. A three-rate example shows how to include every single-peaked shape. Suppose the weights $(g_1,g_2,g_3)$ have their largest value first and then do not increase. They can be written

$$
(g_1-g_2)(1,0,0)+(g_2-g_3)(1,1,0)+g_3(1,1,1),
$$

with no negative coefficient. Each term is a block starting at the peak. If the peak is in the middle, every block contains it and extends to one side, to both or to neither. The pair $(\frac12,0,\frac12)$ cannot be made from blocks with any one common peak position.

In the continuous form the mode is a point without width, so the two sides can be built separately from boxes that start at it. To the right of a mode $m$, a falling density vanishing at large $v$ is

$$
g(v)=\int_m^\infty\left[-g'(w)\right](w-m)\,b_{m,w}(v)\,dw, \tag{12}
$$

where $b_{m,w}$ is the box of unit area on $[m,w]$. Its coefficient is non-negative. The left side follows by reflection, downward steps give finite weights, and a sharp line is an atom at $m$. For each trial mode, the best single-peaked distribution is therefore a non-negative least-squares problem, with no local minima. Scanning $m$ completes the search.

For the statistical threshold, project the transient on $d$ fixed orthonormal time functions, each orthogonal to a constant. The baseline drops out and white noise stays white. If the true distribution is single-peaked, it is itself a candidate, and its misfit is the squared norm of the projected noise. The minimum misfit cannot be larger. Since that norm follows $\chi^2_d$ for Gaussian noise, rejection above the 99 % quantile has at most 1 % false alarms, apart from errors of the rate grid.

The full procedure is:

1. Measure $\sigma$ independently, choose the rate range, and fix the time functions before looking at the result.
2. Invert with $g\ge0$, increasing $\alpha$ until the misfit reaches a value expected from noise. Treat the peaks as hypotheses.
3. Fit one exponential with a continuously variable rate.
4. Find the nearest single-peaked distribution.
5. Fit two free lines. Call the rates resolved if steps 3 and 4 reject their models and this fit is acceptable.

The conclusion holds for the chosen rate range. It cannot exclude two lines that are each slightly broadened, nor three lines closer than the data can separate.

## Four simulated transients

The example has a mean trap depth of 0.55 eV and $\sigma_n=10^{-16}\ {\rm cm^2}$. Equation (2) gives

$$
s_0=10^{-16}(2.094\times10^7)(2.405\times10^{19})e^{-0.55/0.023267}
\approx2.73\ {\rm s^{-1}}.
$$

With $A/\sigma=1000$ and $\Delta t=1$ ms, $\rho=10^6/(2.73\times10^{-3})=3.67\times10^8$. The search covers $u=-2$ to 4. Ten time functions serve the test, so the limit is 23.2 for one line and for single-peaked shapes. It is 16.8 for two lines, which have four fitted parameters. The inversion uses 14 functions and a target misfit of 23.7. The fourth signal is a decoy: one triangular peak with the variance of the 25 meV pair.

| Signal | Peaks | $\chi^2$ one line | $\chi^2$ single-peaked | $\chi^2$ two lines |
|---|---:|---:|---:|---:|
| 8 meV | 1 | 7761 | 2.3 | 2.0 |
| 18 meV | 2 | 175727 | 80.8 | 1.9 |
| 25 meV | 2 | 578600 | 1042 | 3.9 |
| Decoy | 1 | 473927 | 2.6 | 2220 |

The 18 and 25 meV pairs are resolved. The 8 meV pair is not, although the two-line fit returns a splitting of $8.01\pm0.06$ meV. That small uncertainty is conditional on there being two lines; a single broad peak fits about as well.

The decoy shows the opposite danger. Its two-line fit reports $23.30\pm0.02$ meV, but the misfit of 2220 rejects that model, so the formal error has no meaning. When the same decoy data are inverted with $\alpha\rho=0.001$, the one true peak becomes three. Its best single-peaked misfit, 2.6, lies below its projected noise norm of 15.6, as the argument above requires.

For this record with a free baseline, the nearest single-peaked rival reaches $\lambda_*$ at $\delta=0.592$: 13.8 meV, or a rate ratio of 1.81. This exceeds the ideal box limit of 11.5 meV. At $\delta=0.592$, equation (1) would give $\lambda_{\rm box}\approx54$ instead of 13. Part of the loss is the baseline. The residual $\frac32(L_4-L_3)e^{-x}$ has integral 3, and the constant, after removal of three Laguerre functions, has squared norm $X-6$. The factor $\frac94$ becomes $\frac94-9/(X-6)\approx1.07$, which lowers 54 to about 26. A direct fit of the box with a free baseline gives 23, so higher orders in $\delta$ account for only a small part of the remaining factor of two. The rest comes from the freer, skewed shape of the rival.

The 13.8 meV figure describes the best test against that one rival. The search over all shapes has a more conservative threshold. At 13.8 meV it rejects only about one noisy record in five, and it needs roughly 16 meV for 90 % power.

## Real junctions

The trap depth and electron cross-section are roughly those of the gold acceptor in silicon. The energy in (2) is a free energy, however, and the entropy and degeneracy factor left out here makes the real emission rate at 270 K considerably larger, so $s_0$ is not a prediction for gold. The junction is n-type, with doping $10^{15}\ {\rm cm^{-3}}$, a depletion width of 2715 nm and an amplitude of 38 fF on 38 pF. A signal-to-noise ratio of 1000 is demanding and presumes averaging. 
Hole emission has been left out. At 270 K this level lies about 0.58 eV above the valence band. With equal capture cross-sections the hole rate is then roughly a tenth to a quarter of the electron rate, depending on the effective masses used, and it matches or exceeds the electron rate if the hole cross-section is several times larger. When hole emission matters, the transient decays at the sum of the two emission rates, with a smaller amplitude, and $k T\delta$ is no longer the splitting of the levels. The analysis still concerns the observed rates, but reading them as electron emission requires a trap with negligible hole emission.

Among the effects modelled here, the largest is non-uniform emission. In the outer part of the depletion layer free electrons are recaptured, and a trap there relaxes at the sum of its emission and capture rates. In a noise-free model of one sharp level, this tail of faster rates raises the one-line $\chi^2$ to 1590, while the single-peaked misfit is 0.02. The single-peaked test thus gives no false splitting in this case, but the tail weakens it: the noise-free single-peaked misfit of the 18 meV pair falls from about 95 to about 33. A two-line model, however, lacks the tail, and at this signal-to-noise ratio step 5 would reject it even for a true pair. The tail must therefore be removed or modelled before the procedure is applied.

The tail can be removed by subtracting transients taken with two filling-pulse heights, so that an interior slab remains. For a slab from 0.2 to 0.6 of the depletion width, the modelled departure from one exponential is negligible. The price is signal. At fixed bias, trapped charge changes the capacitance in proportion to its distance from the junction, so the slab keeps $0.6^2-0.2^2=0.32$ of the nominal amplitude. Subtraction doubles the noise variance, so $\rho$ is multiplied by $0.32^2/2=0.051$. By the eighth-root scaling, the critical splitting grows from 13.8 to about 20 meV. The 18 meV pair then lies below the limit. The same leading-order scaling gives $(20/18)^8\approx2.3$ times more averaging for the best test to reach it. Higher orders in $\delta$ raise these figures to about 20.6 meV and 2.7 times, and the search over all shapes would need more still.

The other modelled effects are smaller here. The smallest detectable rms width in $\ln(\text{rate})$ is 0.033 under ideal conditions. A temperature change of 0.05 K shifts $\ln(\text{rate})$ by 0.005, and a rough estimate of phonon-assisted tunnelling, with the tunnelling time taken as $\hbar/2kT$, gives 0.023 at the peak field of 0.042 MV/cm. This last shift grows as the cube of the tunnelling time, so it is not an upper bound. A temperature drift within one record is not a broadening and enters the residual at first order: a linear drift of 0.05 K over the record adds about 1 to the one-line $\chi^2$, and about 0.17 K reaches $\lambda_*$. Capacitance nonlinearity adds 0.25 to the one-line $\chi^2$. Correlated noise or a drifting baseline would invalidate the thresholds and must be included in the noise model. The numerical output lists the remaining inputs and estimates.

## Computed results

```
temperature 270 K, kT 23.267 meV
mean trap depth 0.55 eV, capture 1e-16 cm2
masses: density 1.08, velocity 0.28 m_e
N_c 2.405e+19 cm-3, thermal velocity 2.094e+07 cm/s
central emission rate s0 2.7278 1/s
doping 1.0e+15 cm-3, band bending 5.7 V
area 1.0 mm2, trap/doping ratio 2.0e-03
depletion width 2715 nm, C 38.16 pF
amplitude 38.16 fF, noise 38.16 aF
samples 5000, spacing 1.0 ms, SNR 1000
information parameter rho 3.6659e+08
fit/law, zero-separation limit: single 1.0000, Gaussian 0.9999, box 1.0000
rate grid u -2.0 to 4.0, step 0.06
time functions: test 10, inversion 14
chi2 limits: one/unimodal 23.21, two 16.81
discrepancy target chi2 23.68
8 meV pair: chi2 one 7761.1, unimodal 2.34, two 2.03
  peaks 1, alpha*rho 973.6, resolved False
  two-line split 8.01 +- 0.06 meV
18 meV pair: chi2 one 175727.4, unimodal 80.75, two 1.89
  peaks 2, alpha*rho 77.3, resolved True
  two-line split 17.96 +- 0.03 meV
25 meV pair: chi2 one 578599.7, unimodal 1042.48, two 3.89
  peaks 2, alpha*rho 17.2, resolved True
  two-line split 24.98 +- 0.02 meV
decoy: chi2 one 473926.7, unimodal 2.58, two 2220.05
  peaks 1, alpha*rho 12784.5, resolved False
  two-line split 23.30 +- 0.02 meV
25 meV: delta 1.0745, rate ratio 2.929
decoy: peaks at alpha*rho=0.001: 3
decoy: projected noise norm squared 15.55
point spread: alpha 4.682e-08, a 18.715, error 4.3e-08
linear inversion dip limit: delta 0.681, 15.84 meV
needed distance squared 13.017 (1% false alarm, 90% power)
non-single limit, ideal: delta 0.0653, 1.52 meV
box limit, ideal: delta 0.4955, 11.53 meV
critical, real window: delta 0.5924, 13.78 meV
critical rate ratio 1.808
captured distance 0.9839, simulated power 0.901
edge layer 639 nm, Debye length 123 nm
edge recapture, one level: chi2 one 1590.3, unimodal 0.02
interior slab 0.2-0.6 of width: chi2 one 1.16e-18
capacitance nonlinearity: chi2 one 0.254
smallest visible rms width in ln(rate) 0.0326
0.05 K temperature change: ln(rate) shift 0.0047
peak field 0.0420 MV/cm, over rough 0.3 MV/cm breakdown 0.140
phonon-assisted tunnelling: max ln(rate) shift 0.0234
degeneracy measure doping/N_c 4.16e-05
mass 0.19 to 0.92: common ln(rate) change 0.789
```
